# Energy Width of Cold Field Emission Through a Triangular Barrier

## Problem

A sharp tungsten tip serves as an electron source for beam writing. Model the metal as a free-electron gas whose band bottom lies \(E_B=9\) eV below the Fermi level, and its surface as a plane. The work function is \(\phi=4.5\) eV and the field just outside is \(F=4\) V/nm. Measure energies from the Fermi level, let \(x\) point outward, and take the potential energy of an electron as

\[
U(x)=-E_B\quad(x<0),\qquad U(x)=\phi-eFx\quad(x>0),
\]

where \(e>0\) is the elementary charge and \(F>0\) the field magnitude. The metal is at zero temperature, and no electrons arrive from the vacuum.

(a) Express the current density per unit total energy through the transmission probability \(D(W)\), where \(W\) is the energy of motion along \(x\).

(b) Show that the full width at half maximum of this total-energy distribution is near 0.13 eV.

(c) Find the first correction from the curvature of the tunnelling exponent. Does the curvature widen or narrow the distribution? Compare with the exact transmission of the same barrier.

(d) Find the width of the distribution in normal energy \(W\), and explain which width matters for a beam.

(e) Examine how temperature and the main omissions of the model change the answer to (b).

## Solution

### (a) Counting the emitted electrons

The planar barrier exerts no force parallel to the surface, so the transverse wavevector is conserved. The total energy divides as

\[
E=W+E_t,\qquad E_t=\frac{\hbar^2k_t^2}{2m}\ge 0,
\]

and the transmission depends on \(W\) alone. With two spin states, the electron density in \(d^3k\) is \(2f(E)\,d^3k/(2\pi)^3\), where \(f\) is the Fermi function. Each electron contributes \(e v_xD(W)\) to the current, taken here as a positive magnitude:

\[
dJ=\frac{2e}{(2\pi)^3}\,f(E)\,D(W)\,v_x\,dk_x\,d^2k_t .
\]

Since \(v_x=\hbar^{-1}dW/dk_x\), we have \(v_x\,dk_x=dW/\hbar\). In the transverse plane, integration over the angle gives

\[
d^2k_t=\pi\,d(k_t^2)=\frac{2\pi m}{\hbar^2}\,dE_t .
\]

The numerical factors combine as \(2\cdot2\pi/(8\pi^3)=1/(2\pi^2)\). At fixed \(W\), \(dE_t=dE\), and the condition \(E_t\ge0\) means \(W\le E\). Hence

\[
j(E)=\frac{em}{2\pi^2\hbar^3}\,f(E)\int_{-E_B}^{E}D(W)\,dW .
\]

An electron of total energy \(E\) may carry any part of it in transverse motion, which is why an integral over \(W\) appears. As a test, the currents in four intervals of 0.05 eV between \(-0.20\) eV and the Fermi level were also found by summing over a fine lattice of wavevectors. With the exact transmission used on both sides, the largest relative difference was 0.012 percent.

### (b) The leading width

Let \(H=\phi-W\) be the barrier height seen by an electron of normal energy \(W\). Under the barrier its amplitude decays at the rate \(\sqrt{2m(H-eFx)}/\hbar\), up to the turning point \(x=H/(eF)\). The WKB transmission is therefore \(D\simeq e^{-G}\), with a factor 2 in \(G\) because probability is amplitude squared:

\[
G=\frac{2\sqrt{2m}}{\hbar}\int_0^{H/(eF)}\sqrt{H-eFx}\,dx .
\]

Put \(s=H-eFx\), so that \(dx=-ds/(eF)\). The minus sign reverses the limits:

\[
G=\frac{2\sqrt{2m}}{\hbar eF}\int_0^H\sqrt{s}\,ds
=\frac{4\sqrt{2m}\,H^{3/2}}{3\hbar eF}.
\]

At the Fermi level \(H=\phi\). The amplitude decay constant at the surface is \(\kappa_0=\sqrt{2m\phi}/\hbar=10.868\) nm\(^{-1}\), and the barrier thickness is \(4.5/4=1.125\) nm. Thus

\[
G_0=\frac43\,\kappa_0\,\frac{\phi}{eF}
=\frac43(10.868)(1.125)=16.30 .
\]

The exponent is large, as WKB requires. The width depends on how fast it changes with energy. Because \(dH/dW=-1\),

\[
-\frac{dG}{dW}\bigg|_{W=0}=\frac{dG}{dH}\bigg|_{H=\phi}
=\frac{2\sqrt{2m\phi}}{\hbar eF}\equiv\frac1d,
\]

\[
d=\frac{eF}{2\kappa_0}=\frac{4}{2(10.868)}\ \text{eV}=0.184\ \text{eV}.
\]

The length \(1/(2\kappa_0)\) is the decay length of the probability density at the surface, so \(d\) is the potential-energy drop over that length.

For energies within a few \(d\) of the Fermi level, \(D(W)\simeq D(0)e^{W/d}\). The integral from (a) becomes

\[
\int_{-E_B}^{E}e^{W/d}\,dW=d\left(e^{E/d}-e^{-E_B/d}\right).
\]

Here \(E_B/d\simeq49\), so the second term is negligible near the Fermi level. At zero temperature \(f=1\) below the Fermi level and \(f=0\) above it, giving

\[
j(E)=j_0e^{E/d}\quad(E<0),\qquad j(E)=0\quad(E>0).
\]

The distribution rises to \(j_0\) and drops abruptly at \(E=0\). Its upper half-height edge is this jump. The lower edge satisfies \(e^{E/d}=1/2\), or \(E=-d\ln2\). Therefore

\[
w=d\ln2=\frac{\hbar eF\ln2}{2\sqrt{2m\phi}}
=0.184\times0.693\ \text{eV}=0.128\ \text{eV}.
\]

This is the required value near 0.13 eV, or about 128 meV. The prefactor of the current cancels from it. At leading order the width grows in proportion to \(F\) at fixed \(\phi\), and falls as \(\phi^{-1/2}\) at fixed \(F\). A stronger field thins the barrier more for deep electrons than for those at the Fermi level, so more deep electrons take part.

### (c) Curvature and the exact barrier

Let \(y=-W\) be the depth below the Fermi level. Since \(G_0=2\phi/(3d)\),

\[
G=\frac{2\phi}{3d}\left(1+\frac y\phi\right)^{3/2}
=G_0+\frac yd+\frac{y^2}{4\phi d}+\cdots .
\]

For \(y\) of order \(d\), the quadratic term is of order \(d/\phi\) and the next of order \((d/\phi)^2\). Define \(u=y/d\) and \(\varepsilon=d/(4\phi)\). To first order in \(\varepsilon\), with the distant band bottom moved to infinite depth,

\[
\frac{j}{j_0}=\int_u^\infty e^{-t}(1-\varepsilon t^2)\,dt
=e^{-u}\left[1-\varepsilon(u^2+2u+2)\right].
\]

The last step uses two integrations by parts. The value at the Fermi edge is \(1-2\varepsilon\). Dividing by it and keeping first order gives

\[
\frac{j(-ud)}{j(0^-)}=e^{-u}\left[1-\varepsilon(u^2+2u)\right]=\frac12 .
\]

Take the logarithm: \(u+\varepsilon(u^2+2u)=\ln2\). In the small term \(u\) may be replaced by \(\ln2\), so

\[
w\simeq d\left[\ln2-\frac{d}{4\phi}\left(\ln^22+2\ln2\right)\right].
\]

With \(d/\phi=0.0409\), the subtraction in brackets is \(0.01022\times1.867=0.0191\). The corrected width is \(0.184(0.6931-0.0191)=0.124\) eV. Half-height found from the full WKB exponent gives 0.1243 eV.

The narrowing holds beyond first order within WKB. Write \(G(y)\) for the exponent at depth \(y\). It is convex, so its increase over an interval of length \(y\) is smallest when the interval starts at zero:

\[
G(y+s)-G(s)\ge G(y)-G(0)\ge\frac yd\qquad(s\ge0).
\]

Exponentiating and integrating over \(s\) yields

\[
\int_0^\infty e^{-G(y+s)}ds\le e^{-y/d}\int_0^\infty e^{-G(s)}ds .
\]

The left side is proportional to \(j(-y)\), and the right-hand integral to \(j(0^-)\) with the same factor. The WKB distribution therefore reaches half height no deeper than \(d\ln2\).

The exact transmission also contains a prefactor. For \(x>0\) define

\[
q=\left(\frac{2meF}{\hbar^2}\right)^{1/3},\qquad
\zeta=q\left(\frac{H}{eF}-x\right).
\]

The Schrödinger equation becomes \(d^2\psi/d\zeta^2=\zeta\psi\). The combination \(\psi=\mathrm{Bi}(\zeta)+i\,\mathrm{Ai}(\zeta)\) has, far outside, the phase \(\tfrac23|\zeta|^{3/2}+\pi/4\). This increases with \(x\), so the wave is outgoing. Since \(d\zeta/dx=-q\) and \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi\),

\[
\mathrm{Im}(\psi^*\psi')=-q(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac q\pi .
\]

Inside the metal \(\psi=Ae^{ikx}+Be^{-ikx}\), with \(k=\sqrt{2m(E_B+W)}/\hbar\). Continuity of \(\psi\) and \(\psi'\) at the surface gives

\[
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right],\qquad
D=\frac{q}{\pi k|A|^2}.
\]

For a thick barrier, \(\zeta_0=\zeta(x=0)\) is large and \(\mathrm{Bi}\) dominates. Then \(\psi(0)^2\simeq e^G/(\pi\sqrt{\zeta_0})\) and \(\psi'(0)\simeq-\kappa\psi(0)\), where \(\kappa=q\sqrt{\zeta_0}=\sqrt{2mH}/\hbar\). Hence \(|A|^2\simeq\psi(0)^2(1+\kappa^2/k^2)/4\), and

\[
D\simeq\frac{4k\kappa}{k^2+\kappa^2}e^{-G}
=\frac{4\sqrt{KH}}{K+H}e^{-G},\qquad K=E_B+W .
\]

At the Fermi level the prefactor is \(4\sqrt{9\times4.5}/13.5=1.89\). It raises the WKB value \(8.32\times10^{-8}\) to \(1.57\times10^{-7}\), close to the exact \(1.563\times10^{-7}\).

Its effect on the width comes from its energy dependence. The sum \(K+H\) is constant, so the logarithmic slope of the prefactor is

\[
\frac1{2K}-\frac1{2H}=\frac1{18}-\frac19=-0.056\ \text{eV}^{-1}.
\]

This is about 1 percent of \(1/d\) and opposes it. The distribution should widen by about 1 percent from the WKB value, and the exact calculation indeed gives 0.1255 eV. That is 1.6 percent below \(d\ln2\). At 1 V/nm, with \(\phi\) and \(E_B\) unchanged, the exact and leading widths are 0.0318 and 0.0319 eV: the difference shrinks as the field falls, as an expansion in \(d/\phi\) should.

### (d) Normal energy and total energy

For the normal-energy distribution, fix \(W\) and add the currents of all occupied transverse states. At zero temperature \(E\) runs from \(W\) to 0, an interval of length \(-W\). Thus

\[
n(W)\propto(-W)D(W)\simeq(-W)D(0)e^{W/d}.
\]

With \(u=-W/d\), the shape is \(ue^{-u}\). Its derivative \((1-u)e^{-u}\) vanishes at \(u=1\), where the maximum is \(e^{-1}\). The half-height condition is

\[
ue^{1-u}=\frac12,\qquad u=0.2320\ \text{or}\ 2.6783 .
\]

The width is \((2.6783-0.2320)d=2.446d=0.450\) eV, about 3.5 times the total-energy width. The exact barrier gives 0.437 eV. Curvature matters more here because the lower half-height point is deeper: there \(\varepsilon u^2=0.01022\times2.678^2=0.073\), a reduction of the transmission by about 7 percent.

In a static accelerating field each electron conserves its total energy, provided its interactions with other electrons are neglected. At a later point of known potential, the spread in kinetic energy is therefore the spread in \(E\). This is the spread that enters chromatic blur in the lenses. The normal-energy width would overstate it.

### (e) Temperature and omitted effects

**Temperature.** The leading distribution at temperature \(T\) is

\[
j(E)=\frac{j_0e^{E/d}}{1+e^{E/k_BT}} .
\]

Let \(p=k_BT/d\) and \(z=E/(k_BT)\). Setting the derivative of \(\ln j\) to zero gives

\[
p=\frac{e^z}{1+e^z},\qquad e^z=\frac p{1-p}.
\]

A maximum requires \(p<1\). For \(k_BT\ge d\) the linearized exponent predicts no peak. The fall of the exponent's slope with rising energy must then be kept, and at still higher temperatures emission over the barrier top as well. At the maximum \(1/(1+e^z)=1-p\), so

\[
\frac{j_{\max}}{j_0}=(1-p)\left(\frac p{1-p}\right)^p .
\]

At 300 K, \(k_BT=0.0259\) eV and \(p\simeq0.14\). The peak is then about \(0.67j_0\), and half height is \(0.33j_0\). On the low-energy side the Fermi factor is nearly 1, so that edge lies at \(d\ln0.33\simeq-0.20\) eV, instead of \(-0.13\) eV. On the other side, solving \(e^{pz}/(1+e^z)=0.33\) gives \(z\simeq0.9\), or \(E\simeq+0.02\) eV. The total is about 0.22 eV. Most of the broadening comes from the lower edge, which moves because the peak has become lower.

The exact barrier gives 0.221 eV at 300 K and 0.156 eV at 77 K. The result in (b) is thus a low-temperature limit, and even liquid-nitrogen temperature does not reach it closely.

**Image force.** An electron outside a metal is attracted to its image charge. With \(a=e^2/(16\pi\varepsilon_0)\), the barrier becomes \(H-eFx-a/x\). Its top is where \(eFx+a/x\) is least, at \(x=\sqrt{a/(eF)}\), and the lowering is

\[
2\sqrt{aeF}=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}}=2.40\ \text{eV}.
\]

At the Fermi level the exponent drops from 16.30 to 10.66, and \(e^{-G}\) rises by a factor of about 280. Yet the zero-temperature WKB width changes only from 0.124 to 0.119 eV. The reason is visible in the slope,

\[
\frac{dG}{dH}=\frac{\sqrt{2m}}{\hbar}\int\frac{dx}{\sqrt{H-eFx-a/x}},
\]

taken between the turning points, where the endpoint terms vanish. The image force shortens the range of integration but enlarges the integrand. These changes largely offset each other here. A triangular barrier can therefore give a useful width while giving a poor current. With the image force and 300 K together, the WKB width is 0.215 eV. These image-force values omit the prefactor. Solving the Schrödinger equation with the image potential cut off at the band bottom gives widths about 0.005 eV larger, 0.124 eV at zero temperature and 0.220 eV at 300 K, and a transmission gain over the exact triangular barrier of about 140 rather than 280. These values depend on how the image potential is joined to the metal. A smooth join, with \(a/x\) replaced by \(a(1-e^{-\lambda x})/x\) and \(\lambda\) from 15 to 25 nm\(^{-1}\), gives 0.114 to 0.120 eV at zero temperature, 0.210 to 0.215 eV at 300 K, and gains of about 75 to 110. The image-barrier widths are therefore uncertain by about 0.01 eV and the gain by a factor of about 2.

**Tip curvature.** Near a sphere of radius \(R\), the potential-energy drop is \(eFxR/(R+x)\) instead of \(eFx\). For \(R=100\) nm, without the image force and at zero temperature, the WKB width falls from 0.124 to 0.122 eV. The barrier is slightly thicker, more so for deeper electrons.

**Coulomb repulsion.** Consider two successive electrons on one axis. At current \(I\) their mean time separation is \(e/I\), and their spacing at speed \(v\) is \(s=ve/I\). For 100 nA and electrons accelerated through 2 kV, \(s=42.5\) µm. If \(s\) stays nearly constant over a drift length \(L=10\) mm, the work done on the leading electron is roughly

\[
\Delta E\simeq\frac{e^2}{4\pi\varepsilon_0}\frac L{s^2}
=\frac{1.44\times10^7}{(4.25\times10^4)^2}\ \text{eV}\simeq8\ \text{meV},
\]

with lengths in nm and \(e^2/(4\pi\varepsilon_0)=2.40^2/4=1.44\) eV nm from the lowering above. This is a scale, not a predicted broadening. Random close pairs increase the effect, while lateral spreading and opposing neighbours reduce it. Since \(s\propto1/I\), the on-axis estimate grows as \(I^2\) at fixed voltage and length, and at 500 nA it would be 0.2 eV. The on-axis picture needs the electrons to stay closer sideways than \(s\), and an unfocused beam does not: the emitted electrons carry a mean transverse energy of about \(d\), which at 2 kV gives a relative angle \(\theta\simeq0.013\) and a sideways gap \(\theta L\simeq130\) µm if the acceleration is planar. This already exceeds \(s\) at 100 nA, where the pair value drops from 8 to about 2.5 meV. In the radial field of a spherical tip the angle is about twice as large, and the spread of emission directions over the curved surface adds to it. For \(\theta L\gg s\) the pair estimate becomes \(e^2/(4\pi\varepsilon_0 s\theta)\), which grows only as \(I\) and is about 0.013 eV at 500 nA for \(\theta=0.013\). Random close pairs raise it again: summing the first-order pushes of all neighbours with random emission times and angles gives an interquartile spread of about 0.02 eV at 100 nA and 0.12 eV at 500 nA, or 0.012 and 0.06 eV with the doubled angle. So this estimate shows that the effect depends strongly on current and beam shape, but does not fix its size. At 1 µA the push would already change \(s\) considerably during the drift, and this simple estimate fails.

**The real source.** A work function of 4.5 eV and a field of 4 V/nm are rough typical values for a cold tungsten emitter; the 9 eV band depth is a round model value. The total current of a real tip is often in the microampere range, so 100 nA is low unless it describes only the part near the axis. "Cold" usually means unheated, not near absolute zero. For a tip at room temperature the assumption \(T=0\) therefore fails clearly: within this model, 300 K raises the width from 0.1255 to 0.2214 eV. Energy spreads of such sources are roughly 0.2 to 0.3 eV. Tungsten's band structure, surface states and adsorbates may also reshape the distribution, and their effects are not estimated here. Heated Schottky sources, used in many beam writers, lie outside the cold limit. Further digits are given in the numerical output.

## Computed values

```
Work function: 4.5 eV
Field: 4.0 V/nm
Band depth below Fermi level: 9.0 eV
2m/hbar^2: 26.2468 1/(eV nm^2)
Decay constant sqrt(2 m phi)/hbar: 10.868 1/nm
Barrier thickness at Fermi level: 1.125 nm
Exponent G at Fermi level, closed form: 16.302
Exponent G at Fermi level, quadrature: 16.302
exp(-G) at Fermi level: 8.322e-08
Exact transmission at Fermi level, Airy: 1.563e-07
Exact transmission at Fermi level, ODE: 1.563e-07
Energy d, formula: 0.1840 eV
Energy d, numerical slope: 0.1840 eV
Ratio d/phi: 0.0409
Largest wavevector-sum deviation: 0.012 %
Leading width d ln 2: 0.1276 eV = 127.6 meV
Width with first correction: 0.1240 eV
Full WKB width: 0.1243 eV
Exact triangular-barrier width: 0.1255 eV
Exact width relative to d ln 2: 0.9837
Exact width at 1 V/nm: 0.0318 eV
Leading width at 1 V/nm: 0.0319 eV
Normal-energy half points u: 0.2320 and 2.6783
Normal-energy width factor: 2.4464
Normal-energy width, leading: 0.4502 eV
Normal-energy width, exact barrier: 0.4374 eV
Thermal energy kT at 300 K: 0.0259 eV
Exact-barrier width at 77 K: 0.1556 eV
Exact-barrier width at 300 K: 0.2214 eV
Image-force barrier lowering: 2.400 eV
Exponent with image force: 10.658
exp(-G) gain from image force: 282.5 times
Image-barrier WKB width at 0 K: 0.1191 eV
Image-barrier WKB width at 300 K: 0.2147 eV
Tip radius: 100 nm
Curved-tip WKB width at 0 K: 0.1224 eV
Emission current: 100 nA
Drift voltage: 2.0 kV
Drift length: 10 mm
Mean gap between electrons: 42.5 um
Coulomb push scale, one pair: 7.97 meV
```
